# Recursive Green Functions for Charge and Transmission in Layered Contacts: verification in Python

```python
"""Recursive Green functions for a layered metal-semiconductor contact.

Result under test: for N layers of M orbitals with nearest-layer coupling,
two sweeps give all diagonal blocks G_nn and the last block column G_nN of
G = (z - H - Sigma_L - Sigma_R)^-1 with (7N - 6) M^3 multiplications.
They yield the transmission Tr[Gamma_L G_1N Gamma_R G_1N^+] and the charge.
z: complex energy, H: Hamiltonian, Sigma: lead self-energy,
Gamma = i(Sigma - Sigma^+), mu: chemical potential, kT: thermal energy.
Energies are in eV and lengths in nm in the worked contact.
"""
import time
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit


def sweep(diagonal, coupling, inverse=np.linalg.inv):
    """Diagonal blocks and last block column of a block-tridiagonal inverse.

    diagonal[n] is z - H_n (minus self-energy), coupling[n] is H_{n,n+1}.
    """
    count = len(diagonal)
    left = [inverse(diagonal[0])]
    stored = []
    for n in range(1, count):
        stored.append(coupling[n - 1].conj().T @ left[-1])
        left.append(inverse(diagonal[n] - stored[-1] @ coupling[n - 1]))
    blocks, column = [None] * count, [None] * count
    blocks[-1] = column[-1] = left[-1]
    for n in range(count - 2, -1, -1):
        step_left = left[n] @ coupling[n]
        blocks[n] = left[n] + (step_left @ blocks[n + 1]) @ stored[n]
        column[n] = step_left @ column[n + 1]
    return blocks, column


class Counted:
    """A number that records each multiplication or division performed."""
    products = 0

    def __init__(self, value):
        self.value = value

    def __mul__(self, other):
        Counted.products += 1
        return Counted(self.value * other.value)

    def __add__(self, other):
        return Counted(self.value + other.value)

    def __sub__(self, other):
        return Counted(self.value - other.value)

    def __neg__(self):
        return Counted(-self.value)

    def conjugate(self):
        return Counted(np.conj(self.value))

    def reciprocal(self):
        Counted.products += 1
        return Counted(1 / self.value)


def counted_array(matrix):
    result = np.empty(matrix.shape, dtype=object)
    for index, value in np.ndenumerate(matrix):
        result[index] = Counted(value)
    return result


def plain_values(matrix):
    return np.array([[entry.value for entry in row] for row in matrix])


def counted_inverse(matrix):
    """Gauss-Jordan inversion in place, written out in scalar operations."""
    a = matrix.copy()
    size = len(a)
    for p in range(size):
        others = [j for j in range(size) if j != p]
        pivot = a[p, p].reciprocal()
        for j in others:
            a[p, j] = a[p, j] * pivot
        for i in others:
            factor = a[i, p]
            for j in others:
                a[i, j] = a[i, j] - factor * a[p, j]
            a[i, p] = -(factor * pivot)
        a[p, p] = pivot
    return a


def fermi_poles(pairs):
    """Scaled poles and residues from the continued fraction of tanh."""
    n = np.arange(1, 2 * pairs)
    off = 0.5 / np.sqrt((2.0 * n - 1) * (2.0 * n + 1))
    b, v = eigh_tridiagonal(np.zeros(2 * pairs), off)
    keep = b > 0
    return 1 / b[keep], v[0, keep] ** 2 / (4 * b[keep] ** 2)


class Contact:
    """Layers H_n = cross + 2t + potential, joined by -t, with uniform leads."""

    def __init__(self, cross, hopping, potential, left_shift, right_shift):
        self.cross, self.t = cross, hopping
        self.potential = np.asarray(potential, dtype=float)
        self.left_shift, self.right_shift = left_shift, right_shift
        self.layers, self.width = self.potential.shape
        self.energies, self.modes = np.linalg.eigh(cross)
        self.unit = np.eye(self.width, dtype=complex)
        self.h = [cross + np.diag(u + 2 * hopping) for u in self.potential]

    def lead_root(self, z, shift):
        x = (z - self.energies - shift - 2 * self.t + 1e-14j) / (2 * self.t)
        return x, x - np.sqrt(x - 1) * np.sqrt(x + 1)

    def self_energy(self, z, shift):
        root = self.lead_root(z, shift)[1]
        return (self.modes * (self.t * root)) @ self.modes.T

    def green(self, z):
        sl = self.self_energy(z, self.left_shift)
        sr = self.self_energy(z, self.right_shift)
        d = [z * self.unit - h for h in self.h]
        d[0] = d[0] - sl
        d[-1] = d[-1] - sr
        blocks, column = sweep(d, [-self.t * self.unit] * (self.layers - 1))
        return blocks, column, sl, sr

    def spectra(self, energy):
        """Transmission and local spectra fed by the left and right leads."""
        blocks, column, sl, sr = self.green(complex(energy))
        gl, gr = 1j * (sl - sl.conj().T), 1j * (sr - sr.conj().T)
        first = column[0]
        trans = np.trace(gl @ first @ gr @ first.conj().T).real
        total = np.array([-2 * g.diagonal().imag for g in blocks])
        right = np.array([((c @ gr) * c.conj()).sum(axis=1).real
                          for c in column])
        return trans, total - right, right

    def charge(self, mu, kT, poles):
        """Equilibrium occupation of each orbital for one spin and valley."""
        occupation = np.full(self.potential.shape, 0.5)
        for position, residue in zip(*poles):
            blocks = self.green(mu + 1j * position * kT)[0]
            occupation += 2 * kT * residue * np.array(
                [g.diagonal().real for g in blocks])
        return occupation

    def dense(self):
        m, size = self.width, self.width * self.layers
        h = np.zeros((size, size))
        for n, block in enumerate(self.h):
            h[n * m:(n + 1) * m, n * m:(n + 1) * m] = block
        link = np.arange(size - m)
        h[link, link + m] = h[link + m, link] = -self.t
        return h


def wave_transmission(c, energy):
    """Transmission from the amplitudes of scattered lead waves."""
    m, t = c.width, c.t
    xl, root_l = c.lead_root(complex(energy), c.left_shift)
    xr, root_r = c.lead_root(complex(energy), c.right_shift)
    bloch_l, bloch_r = -root_l, -root_r
    el = energy - c.energies - c.left_shift - 2 * t
    er = energy - c.energies - c.right_shift - 2 * t
    size = m * (c.layers + 2)
    a = np.zeros((size, size), dtype=complex)
    a[m:-m, m:-m] = energy * np.eye(size - 2 * m) - c.dense()
    a[:m, :m] = np.diag(el + t * bloch_l)
    a[:m, m:2 * m] = t * c.modes.T
    a[m:2 * m, :m] = t * c.modes
    a[-2 * m:-m, -m:] = t * c.modes
    a[-m:, -2 * m:-m] = t * c.modes.T
    a[-m:, -m:] = np.diag(er + t * bloch_r)
    source = np.zeros((size, m), dtype=complex)
    source[:m] = -np.diag(el + t / bloch_l)
    source[m:2 * m] = -t * c.modes
    out = np.linalg.solve(a, source)[-m:]
    open_l, open_r = abs(xl.real) < 1, abs(xr.real) < 1
    speed_l, speed_r = abs(bloch_l.imag), abs(bloch_r.imag)
    flux = abs(out[np.ix_(open_r, open_l)]) ** 2
    return (flux * speed_r[open_r][:, None] / speed_l[open_l][None, :]).sum()


# Executed operations and block values against a dense inverse
rng = np.random.default_rng(4)
counts = {}
for layers, width in [(3, 2), (6, 2), (3, 4), (6, 4), (5, 3)]:
    size = layers * width
    full = np.zeros((size, size), dtype=complex)
    diag_blocks, links = [], []
    for n in range(layers):
        raw = rng.normal(size=(2, width, width))
        h = raw[0] + 1j * raw[1]
        block = (0.3 + 0.5j) * np.eye(width) - (h + h.conj().T) / 2
        diag_blocks.append(block)
        s = slice(n * width, (n + 1) * width)
        full[s, s] = block
        if n < layers - 1:
            raw = rng.normal(size=(2, width, width))
            link = raw[0] + 1j * raw[1]
            links.append(link)
            nxt = slice((n + 1) * width, (n + 2) * width)
            full[s, nxt], full[nxt, s] = -link, -link.conj().T
    Counted.products = 0
    got, col = sweep([counted_array(b) for b in diag_blocks],
                     [counted_array(b) for b in links], counted_inverse)
    counts[layers, width] = Counted.products
    assert Counted.products == (7 * layers - 6) * width ** 3
    exact = np.linalg.inv(full)
    for n in range(layers):
        s = slice(n * width, (n + 1) * width)
        assert np.allclose(plain_values(got[n]), exact[s, s], atol=1e-8)
        assert np.allclose(plain_values(col[n]), exact[s, -width:], atol=1e-8)
Counted.products = 0
counted_inverse(counted_array(full))
dense_count = Counted.products
assert dense_count == size ** 3

# Pole expansion of the Fermi function over the whole lattice spectrum
temperature = 300.0
kT = sc.k * temperature / sc.e
reach = 20.0
x_test = np.linspace(-reach / kT, reach / kT, 6001)
for pairs in range(20, 401, 10):
    poles = fermi_poles(pairs)
    series = 0.5 - sum(r * 2 * x_test / (x_test ** 2 + p ** 2)
                       for p, r in zip(*poles))
    pole_error = abs(series - expit(-x_test)).max()
    if pole_error < 1e-8:
        break
assert pole_error < 1e-8

# Charge with a bound state: closed chain, and biased real-energy definition
small_cross = np.array([[0.0, -0.3], [-0.3, 0.0]])
well = np.zeros((5, 2))
well[2, 0] = -2.5
small = Contact(small_cross, 1.0, well, -0.4, 0.0)
small_kT, mu_left, mu_right = 0.05, 1.2, 1.0
from_poles = small.charge(mu_right, small_kT, poles)
padded = np.vstack([np.full((300, 2), -0.4), well, np.zeros((300, 2))])
levels, states = np.linalg.eigh(Contact(small_cross, 1.0, padded, 0, 0).dense())
inside = states[600:610]
from_levels = (inside ** 2) @ expit((mu_right - levels) / small_kT)
chain_error = abs(from_poles.ravel() - from_levels).max()
assert chain_error < 1e-6
bound = levels < -0.7 - 1e-6
assert bound.sum() == 1
bound_weight = (inside[:, bound] ** 2).sum(axis=1)
grid = np.linspace(-0.75, 2.4, 3001)
small_h = small.dense()
defined, window = [], []
for energy in grid:
    f_left = expit((mu_left - energy) / small_kT)
    f_right = expit((mu_right - energy) / small_kT)
    sl = small.self_energy(complex(energy), small.left_shift)
    sr = small.self_energy(complex(energy), small.right_shift)
    matrix = energy * np.eye(10) - small_h.astype(complex)
    matrix[:2, :2] -= sl
    matrix[-2:, -2:] -= sr
    g = np.linalg.inv(matrix)
    a_left = g[:, :2] @ (1j * (sl - sl.conj().T)) @ g[:, :2].conj().T
    a_right = g[:, -2:] @ (1j * (sr - sr.conj().T)) @ g[:, -2:].conj().T
    defined.append((f_left * a_left + f_right * a_right).diagonal().real)
    window.append(small.spectra(energy)[1].ravel() * (f_left - f_right))
defined = trapezoid(np.array(defined), grid, axis=0) / (2 * np.pi)
window = trapezoid(np.array(window), grid, axis=0) / (2 * np.pi)
bias_error = abs(from_poles.ravel() + window - defined - bound_weight).max()
assert bias_error < 2e-3          # quadrature error at the band edges
assert bound_weight.sum() > 0.5

# Worked contact: silicide on an n-type silicon nanowire
kinetic = sc.hbar ** 2 / (2 * sc.m_e) / sc.e * 1e18       # eV nm^2
permittivity, light, heavy = 11.7, 0.19, 0.92
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * permittivity) * 1e9   # eV nm
side_sites, side_step, step = 5, 0.5, 0.25
side = (side_sites + 1) * side_step
area = side ** 2
doping_cm3, barrier, gap = 2e20, 0.65, 1.12
doping = doping_cm3 * 1e-21
silicon_length, metal_length, metal_depth = 6.0, 0.5, 3.0
copies = 8                       # two spins and four valleys


def section(mass_y, mass_z):
    def chain(mass):
        t = kinetic / (mass * side_step ** 2)
        return (2 * t * np.eye(side_sites) - t * np.eye(side_sites, k=1)
                - t * np.eye(side_sites, k=-1))
    unit = np.eye(side_sites)
    return np.kron(chain(mass_y), unit) + np.kron(unit, chain(mass_z))


def line_density(shift, cross, mass_x, multiplicity):
    """Electrons per nm of a uniform wire from a sum over Bloch states."""
    t = kinetic / (mass_x * step ** 2)
    phase = 2 * np.pi * (np.arange(4000) + 0.5) / 4000
    e = (shift + np.linalg.eigvalsh(cross)[:, None]
         + 2 * t * (1 - np.cos(phase)))
    return multiplicity * expit(-e / kT).sum() / (4000 * step)


cross = section(light, heavy)
subband = np.linalg.eigvalsh(cross)[0]
bulk_edge = brentq(lambda s: line_density(s, cross, light, copies)
                   - doping * area, -1.5, 0.5)
offset = (np.arange(side_sites) - side_sites // 2) * side_step
radius2 = (offset[:, None] ** 2 + offset[None, :] ** 2).ravel()
donor_depth, softening = 1.125, 0.2


def depletion(bias):
    bending = barrier + bias - bulk_edge
    return bending, np.sqrt(2 * bending / (4 * np.pi * coulomb * doping))


def wire(bias=0.0, donor=False, image=False, depth=metal_depth,
         dx=step, extra=None):
    bending, length = depletion(bias)
    x = (np.arange(round(silicon_length / dx)) + 0.5) * dx
    profile = bulk_edge + bending * np.maximum(0, 1 - x / length) ** 2
    if image:
        profile = profile - coulomb / (4 * x)
    if extra is not None:
        profile = profile + extra
    u = np.repeat(profile[:, None], side_sites ** 2, axis=1)
    if donor:
        near = np.sqrt((x[:, None] - donor_depth) ** 2 + radius2
                       + softening ** 2)
        mirror = np.sqrt((x[:, None] + donor_depth) ** 2 + radius2
                         + softening ** 2)
        u = u - coulomb * (1 / near - 1 / mirror)
    metal = np.full((round(metal_length / dx), side_sites ** 2), bias - depth)
    return Contact(cross, kinetic / (light * dx ** 2),
                   np.vstack([metal, u]), bias - depth, bulk_edge)


window_grid = np.linspace(-0.32, 0.32, 81)
quantum = sc.e ** 2 / sc.h


def transmissions(contact):
    return np.array([contact.spectra(e)[0] for e in window_grid])


def conductance(values, thermal=kT):
    weight = 1 / (4 * thermal * np.cosh(window_grid / (2 * thermal)) ** 2)
    return copies / 1.0 * quantum * trapezoid(values * weight, window_grid)


plain, doped = wire(), wire(donor=True)
assert abs(np.linalg.eigvalsh(doped.dense())).max() < reach
t_recursive, t_waves = doped.spectra(0.0)[0], wave_transmission(doped, 0.0)
assert abs(t_recursive / t_waves - 1) < 1e-6

uniform = Contact(cross, plain.t, np.full((3, side_sites ** 2), bulk_edge),
                  bulk_edge, bulk_edge)
uniform_line = copies * uniform.charge(0.0, kT, poles)[1].sum() / step
assert abs(uniform_line / (doping * area) - 1) < 1e-4

t_plain, t_doped = transmissions(plain), transmissions(doped)
g_plain, g_doped = conductance(t_plain), conductance(t_doped)
skip = round(metal_length / step)
x_si = (np.arange(plain.layers - skip) + 0.5) * step
n_plain = copies * plain.charge(0.0, kT, poles).sum(axis=1)[skip:] / step
n_doped = copies * doped.charge(0.0, kT, poles).sum(axis=1)[skip:] / step

# Biased contact: equilibrium part plus the energy window
bias = 0.1
biased = wire(bias=bias, donor=True)
bias_grid = np.linspace(-0.35, 0.5, 171)
difference = expit((bias - bias_grid) / kT) - expit(-bias_grid / kT)
runs = [biased.spectra(e) for e in bias_grid]
current = copies * quantum * trapezoid(
    np.array([r[0] for r in runs]) * difference, bias_grid)
injected = np.array([r[1].sum(axis=1) for r in runs]) * difference[:, None]
n_window = (copies * trapezoid(injected, bias_grid, axis=0)
            / (2 * np.pi * step))[skip:]
n_biased = (copies * biased.charge(0.0, kT, poles).sum(axis=1)[skip:] / step
            + n_window)

# Sizes of neglected effects
bending, length = depletion(0.0)
heavy_line = line_density(bulk_edge, section(light, light), heavy, 4)
g_image = conductance(transmissions(wire(image=True)))
g_deep = conductance(transmissions(wire(depth=2 * metal_depth)))
g_fine = conductance(transmissions(wire(dx=step / 2)))
excess = doping - n_plain / area - doping * (x_si < length)
excess[x_si < 1.0] = 0.0
points = len(x_si)
laplace = (np.eye(points, k=1) + np.eye(points, k=-1)
           - 2 * np.eye(points)) / step ** 2
correction = np.linalg.solve(laplace, 4 * np.pi * coulomb * excess)
g_corrected = conductance(transmissions(wire(extra=correction)))
fine_x = np.linspace(0, length, 4001)
above = np.maximum(0, bulk_edge + subband
                   + bending * (1 - fine_x / length) ** 2)
one_band = 2 * trapezoid(np.sqrt(above / (kinetic / light)), fine_x)
two_band = 2 * trapezoid(np.sqrt(above * (1 - above / (gap + subband))
                                 / (kinetic / light)), fine_x)
zener_margin = bulk_edge + subband - (barrier + bias - gap)
hot = conductance(t_plain, sc.k * 358.0 / sc.e)


def best_time(layers, width):
    d = [5 * np.eye(width) + rng.normal(size=(width, width))
         / np.sqrt(width) + 1j * np.eye(width) for _ in range(layers)]
    v = [np.eye(width, dtype=complex)] * (layers - 1)
    times = []
    for _ in range(3):
        start = time.perf_counter()
        sweep(d, v)
        times.append(time.perf_counter() - start)
    return 1e3 * min(times)


print("multiplications counted, (layers, width):", counts)
print(f"dense inverse, 5 layers of width 3: {dense_count} multiplications")
print(f"sweep time 20 layers width 50: {best_time(20, 50):.2f} ms")
print(f"sweep time 40 layers width 50: {best_time(40, 50):.2f} ms")
print(f"sweep time 20 layers width 100: {best_time(20, 100):.2f} ms")
print(f"Fermi pole pairs: {pairs}, largest error {pole_error:.1e}")
print(f"charge error against closed chain: {chain_error:.1e}")
print(f"bound level {levels[bound][0]:.4f} (hopping units), "
      f"weight in device {bound_weight.sum():.4f}")
print(f"biased charge error against definition: {bias_error:.1e}")
print(f"wire side {side:.1f} nm, layer width {side_sites**2} orbitals, "
      f"layers {plain.layers}, layer step {step} nm, side step {side_step} nm")
print(f"masses {light}, {heavy} m_e; permittivity {permittivity}; "
      f"temperature {temperature:.0f} K; kT {kT:.5f} eV")
print(f"doping {doping_cm3:.1e} cm^-3, barrier {barrier} eV, "
      f"metal depth {metal_depth} eV, rough gap {gap} eV")
print(f"silicon length {silicon_length} nm, metal layers {skip}, "
      f"donor depth {donor_depth} nm, softening {softening} nm")
print(f"hopping along wire {plain.t:.4f} eV")
print(f"lowest confinement energy {subband:.4f} eV")
print(f"bulk band edge in silicon lead {bulk_edge:.4f} eV")
print(f"lowest subband edge in silicon lead {bulk_edge + subband:.4f} eV")
print(f"band bending {bending:.4f} eV, depletion length {length:.3f} nm")
print(f"peak field {20 * bending / length:.2f} MV/cm")
print(f"uniform wire: poles {uniform_line:.6f}, "
      f"donors {doping * area:.6f} per nm")
print(f"transmission at Fermi level, no donor: {t_plain[40]:.5e}")
print(f"transmission at Fermi level, donor, recursive: {t_recursive:.8e}")
print(f"transmission at Fermi level, donor, waves: {t_waves:.8e}")
for name, g in [("no donor", g_plain), ("donor", g_doped)]:
    print(f"conductance, {name}: {g * 1e6:.4f} uS; resistance "
          f"{1e-3 / g:.2f} kohm; resistivity {area * 1e-14 / g:.3e} ohm cm2")
print(f"conductance ratio donor/no donor: {g_doped / g_plain:.3f}")
print("electrons per nm at depth: no donor, donor, donor at 0.1 V")
for k in (0, 2, 4, 8, 12, 16, 23):
    print(f"  {x_si[k]:.3f} nm: {n_plain[k]:.4f}, {n_doped[k]:.4f}, "
          f"{n_biased[k]:.4f}")
print(f"electrons added by donor: {(n_doped - n_plain).sum() * step:.4f}")
print(f"bias {bias} V: current {current * 1e6:.4f} uA, "
      f"window charge {n_window.sum() * step:.4f} electrons")
print(f"neglected heavy-transport valleys: {heavy_line:.4f} electrons per nm, "
      f"{100 * heavy_line / (doping * area):.2f} % of donors")
print("conductance ratios to the no-donor value:")
print(f"  image force {g_image / g_plain:.3f}")
print(f"  doubled metal depth {g_deep / g_plain:.3f}")
print(f"  halved layer step {g_fine / g_plain:.3f}")
print(f"  first charge correction {g_corrected / g_plain:.3f}")
print(f"  358 K occupation {hot / g_plain:.3f}")
print(f"largest first potential correction {abs(correction).max():.4f} eV")
print(f"damping exponent: one band {one_band:.3f}, two band {two_band:.3f}, "
      f"factor {np.exp(one_band - two_band):.2f}")
print(f"band-to-band tunnelling margin at 0.1 V: {zener_margin:.3f} eV")
assert zener_margin > 0
print("verified")
```

Printed output:

```
multiplications counted, (layers, width): {(3, 2): 120, (6, 2): 288, (3, 4): 960, (6, 4): 2304, (5, 3): 783}
dense inverse, 5 layers of width 3: 3375 multiplications
sweep time 20 layers width 50: 6.09 ms
sweep time 40 layers width 50: 12.52 ms
sweep time 20 layers width 100: 36.13 ms
Fermi pole pairs: 50, largest error 5.3e-12
charge error against closed chain: 6.7e-16
bound level -1.2561 (hopping units), weight in device 0.9936
biased charge error against definition: 5.2e-06
wire side 3.0 nm, layer width 25 orbitals, layers 26, layer step 0.25 nm, side step 0.5 nm
masses 0.19, 0.92 m_e; permittivity 11.7; temperature 300 K; kT 0.02585 eV
doping 2.0e+20 cm^-3, barrier 0.65 eV, metal depth 3.0 eV, rough gap 1.12 eV
silicon length 6.0 nm, metal layers 2, donor depth 1.125 nm, softening 0.2 nm
hopping along wire 3.2084 eV
lowest confinement energy 0.2593 eV
bulk band edge in silicon lead -0.3469 eV
lowest subband edge in silicon lead -0.0876 eV
band bending 0.9969 eV, depletion length 2.539 nm
peak field 7.85 MV/cm
uniform wire: poles 1.800000, donors 1.800000 per nm
transmission at Fermi level, no donor: 2.33144e-02
transmission at Fermi level, donor, recursive: 6.56074311e-02
transmission at Fermi level, donor, waves: 6.56074311e-02
conductance, no donor: 8.0495 uS; resistance 124.23 kohm; resistivity 1.118e-08 ohm cm2
conductance, donor: 22.6159 uS; resistance 44.22 kohm; resistivity 3.980e-09 ohm cm2
conductance ratio donor/no donor: 2.810
electrons per nm at depth: no donor, donor, donor at 0.1 V
  0.125 nm: 17.7212, 17.9037, 17.9715
  0.625 nm: 1.0588, 1.1959, 1.2102
  1.125 nm: 0.2068, 0.4642, 0.3904
  2.125 nm: 0.7054, 1.5516, 1.3120
  3.125 nm: 1.5894, 2.3876, 2.3161
  4.125 nm: 1.9454, 2.2116, 2.2854
  5.875 nm: 1.7632, 1.8123, 1.8448
electrons added by donor: 2.3262
bias 0.1 V: current 2.2753 uA, window charge 0.7899 electrons
neglected heavy-transport valleys: 0.0352 electrons per nm, 1.95 % of donors
conductance ratios to the no-donor value:
  image force 1.455
  doubled metal depth 0.647
  halved layer step 1.057
  first charge correction 0.217
  358 K occupation 1.041
largest first potential correction 0.1112 eV
damping exponent: one band 4.468, two band 3.562, factor 2.47
band-to-band tunnelling margin at 0.1 V: 0.282 eV
verified
```
